\section*{Why an insulated cylinder lowers a circular contact's excess constriction resistance}

\section{Result and definitions}

A circular metal spot of radius $a$ feeds current $I$ into a semiconductor of uniform resistivity $\rho$. On an unbounded half-space its spreading resistance is $R_0=\rho/(4a)$. If the semiconductor is instead a long coaxial cylinder of radius $b$ with an insulated side wall, the excess resistance of the spot is
\begin{equation}
\frac{R_c}{R_0}=1-c_1\varepsilon+c_3\varepsilon^3+O(\varepsilon^5),\qquad
\varepsilon=\frac ab,\quad c_1=1.409,\quad c_3=0.338 .
\label{eq:result}
\end{equation}
The word \emph{excess} is essential. For a cylinder of length $L$ with a full-area equipotential back contact,
\begin{equation}
R_c=R_{\rm total}-\frac{\rho L}{\pi b^2},
\label{eq:def}
\end{equation}
so the resistance of a uniformly filled column has been taken out. The wall lowers $R_c$ because the current stops spreading at a distance of about $b$, and because column resistance is counted separately. The missing outer spreading supplies 45\% of $c_1$, and the column subtracted within that distance supplies as much again. The wall does not lower the total resistance; at fixed $L$ it raises it.

The assumptions are an ohmic, isotropic medium, a perfectly conducting spot centred on the end face, and insulation on the rest of that face. The potential $V$ obeys $\nabla^2V=0$ and the current density is $\mathbf J=-\nabla V/\rho$, with $z$ pointing into the semiconductor.

\section{The spot on a half-space}

Try the flux
\begin{equation}
j(r)=\frac{I}{2\pi a\sqrt{a^2-r^2}},\qquad r<a ,
\label{eq:flux}
\end{equation}
which integrates to $I$. Write $V=\int_0^\infty A(k)J_0(kr)e^{-kz}dk$. At $z=0$ the flux is $\rho^{-1}\int_0^\infty kA\,J_0(kr)\,dk$, and inverting this Hankel transform gives $A=\rho\int_0^a r\,j\,J_0(kr)\,dr$. Expand $J_0(kr)=\sum_m(-1)^m(kr/2)^{2m}/(m!)^2$ and use
\[
\int_0^a\frac{r^{2m+1}dr}{\sqrt{a^2-r^2}}=a^{2m+1}\frac{(2^m m!)^2}{(2m+1)!}.
\]
The factorials cancel and leave the sine series:
\begin{equation}
\int_0^a\frac{rJ_0(kr)}{\sqrt{a^2-r^2}}dr
=\sum_m\frac{(-1)^mk^{2m}a^{2m+1}}{(2m+1)!}=\frac{\sin ka}{k}.
\end{equation}
The surface potential is therefore
\begin{equation}
V(r,0)=\frac{\rho I}{2\pi a}\int_0^\infty\frac{\sin ka}{k}J_0(kr)\,dk .
\end{equation}
The derivative of this integral with respect to $a$ is $\int_0^\infty\cos(ka)J_0(kr)\,dk$, which equals $1/\sqrt{r^2-a^2}$ for $a<r$ and zero for $a>r$. Integrating up from $a=0$, where the integral vanishes, gives $\int_0^r ds/\sqrt{r^2-s^2}=\pi/2$ whenever $r<a$. The spot is thus an equipotential at $V=\rho I/(4a)$, and $R_0=\rho/(4a)$.

\section{What the wall adds}

\subsection{A point source in the tube}

Consider first a point source $I$ at the centre of the end face. Because the face is insulated, the solution can be extended evenly to $z<0$, giving an infinite tube with a source $2I$ on its axis. With $R=\sqrt{r^2+z^2}$, write
\begin{equation}
V=\frac{\rho I}{2\pi}\left(\frac1R+h\right).
\end{equation}
The first term is the half-space answer, and $h$ is the smooth correction due to the wall. The source term has the representation
\begin{equation}
\frac1R=\frac2\pi\int_0^\infty K_0(tr)\cos(tz)\,dt .
\end{equation}
Since $K_0'=-K_1$, its radial derivative at $r=b$ has the integrand $-tK_1(tb)\cos tz$. A regular harmonic function with integrand $B(t)I_0(tr)\cos tz$ contributes $+tB\,I_1(tb)\cos tz$, because $I_0'=I_1$. The two cancel if $B=K_1(tb)/I_1(tb)$.

As $t\to0$, $K_1(tb)\to1/(tb)$ and $I_1(tb)\to tb/2$, so $B\to2/(t^2b^2)$ and the integral diverges. The divergence does not depend on position, so it can be removed by subtracting a constant from the potential:
\begin{equation}
h=\frac2\pi\int_0^\infty\left[\frac{K_1(tb)}{I_1(tb)}I_0(tr)\cos tz-\frac{2}{t^2b^2}\right]dt .
\label{eq:h}
\end{equation}

The far field shows which zero of potential this choice implies. Split the bracket as
\[
\left[\frac{K_1(tb)}{I_1(tb)}I_0(tr)-\frac2{t^2b^2}\right]\cos tz-\frac{2}{t^2b^2}(1-\cos tz).
\]
The first part has only a logarithmic, integrable singularity at $t=0$, so its integral vanishes as $|z|\to\infty$. In the second, $\int_0^\infty(1-\cos tz)\,t^{-2}dt=\pi|z|/2$. Hence $h\to-2|z|/b^2$, and inside the cylinder
\begin{equation}
V\to-\frac{\rho I z}{\pi b^2}.
\end{equation}
This is the column potential with zero intercept. The voltage between spot and back contact is then $V_{\rm spot}+\rho IL/(\pi b^2)$, and comparison with \eqref{eq:def} gives $R_c=V_{\rm spot}/I$. The terms dropped at the back contact are of relative order $e^{-2(3.83)L/b}$, where $3.83$ is the first positive zero of $J_1$, so they are negligible once $L\gtrsim b$.

\subsection{The leading coefficient and its sign}

At the origin, with $x=tb$, equation \eqref{eq:h} becomes
\begin{equation}
h(0)=-\frac{2}{\pi b}G,\qquad
G=\int_0^\infty\left[\frac2{x^2}-\frac{K_1(x)}{I_1(x)}\right]dx=3.477 .
\end{equation}
The integrand is positive. Indeed $(xK_1)'=-xK_0<0$ and $xK_1\to1$ at $x=0$, so $xK_1<1$; the power series of $I_1$ has positive terms, so $I_1>x/2$. Together these give $K_1/I_1<2/x^2$. The wall correction is negative.

A spot is a superposition of point sources. If $a\ll b$, $h$ is the same for all pairs of points on it, up to terms of order $a^2/b^3$. The wall then shifts the potential of the whole spot by one constant. The flux \eqref{eq:flux} still produces an equipotential, and
\begin{equation}
R_c\simeq\frac{\rho}{4a}+\frac{\rho}{2\pi}h(0)
=\frac{\rho}{4a}\left[1-\frac{4}{\pi^2}G\,\frac ab\right].
\end{equation}
Thus $c_1=4G/\pi^2=1.409$. The absolute drop, $c_1\rho/(4b)$, does not contain $a$: for a centred spot it is a property of the tube. It does depend on where the spot sits. For a small spot displaced from the axis by $0.1b$, $0.2b$ and $0.5b$ the coefficient falls to 1.40, 1.36 and 1.06, and it changes sign between $0.7b$ and $0.8b$.

\section{Where the lost resistance went}

The number can be taken apart with the mean-value theorem. In the evenly extended tube, $h$ is harmonic throughout the ball of radius $b$, because the source singularity has been removed. So $h(0)$ equals the mean of $h$ over the sphere $R=b$. On that sphere $1/R=1/b$, and
\begin{equation}
h=-\frac1b-\frac{2|z|}{b^2}+\psi ,
\end{equation}
where $\psi$ is the part of the tube potential, in units of $\rho I/(2\pi)$, that departs from the uniform column. Area on a sphere is distributed uniformly in $z$, so the mean of $|z|$ is $b/2$. Writing the mean of $\psi$ as $-\delta/b$,
\begin{equation}
-b\,h(0)=1+1+\delta,\qquad \delta=0.214,\qquad
c_1=\frac2\pi(2+\delta).
\end{equation}

The three terms have separate meanings.
\begin{itemize}
\item The first is the half-space resistance beyond radius $b$, namely $\rho/(2\pi b)$. In the tube this outer spreading does not occur. It supplies $0.637$ of $c_1$.
\item The second is column resistance inside the hemisphere. At its mean depth $b/2$ the column accounts for $\rho(b/2)/(\pi b^2)=\rho/(2\pi b)$, which the definition of $R_c$ has already subtracted. It supplies another $0.637$.
\item The third, $0.136$, arises because the current is not yet uniform on the hemisphere. The modes in $\psi$ average to zero over each cross-section. The slowest one is positive near the axis and negative near the wall, and the hemisphere lies near the wall at small depth, where that mode is strongest. This fixes the sign of $\delta$ but not its size: the slowest mode alone gives $0.30$, and the higher modes, alternating in sign, bring the sum down to $0.214$.
\end{itemize}
A direct sum over tube modes for $\delta$ reproduces the $c_1$ obtained from $G$.

\section{Why the total resistance rises}

For given electrodes and given $I$, the true current pattern has the least dissipation. Let $\mathbf J+\mathbf u$ be another divergence-free pattern with the same electrode currents and no flow through insulated surfaces. The cross term in the dissipation is
\begin{equation}
2\rho\int\mathbf J\cdot\mathbf u\,d^3r=-2\int\nabla V\cdot\mathbf u\,d^3r=-2\oint V\,\mathbf u\cdot d\mathbf S=0,
\end{equation}
because $V$ is constant on each electrode and $\mathbf u$ carries no net current through it. What remains is $\rho\int u^2d^3r\ge0$.

Now compare the cylinder with a laterally unbounded slab of the same thickness, spot and back potential. The cylinder's flow, with zero current outside $r=b$, is an allowed pattern in the slab. The slab's own flow dissipates no more, so its resistance is no higher.

The slab value follows from replacing $e^{-kz}$ by $\sinh[k(L-z)]/\cosh(kL)$, which vanishes at the back. For given flux, each surface component is multiplied by $\tanh kL$. For a small spot the potential falls by $(\rho I/2\pi)\int_0^\infty(1-\tanh kL)\,dk=\rho I\ln2/(2\pi L)$, so
\begin{equation}
R_{\rm slab}\simeq\frac{\rho}{4a}-\frac{\rho\ln2}{2\pi L}.
\end{equation}

\section{How far the linear law reaches}

For a ring source of radius $r'$, the same construction gives $h$ on the face with $I_0(tr)$ replaced by $I_0(tr)I_0(tr')$. Using $I_0(s)\simeq1+s^2/4$,
\begin{equation}
h(r,r')-h(0)\simeq\frac{r^2+r'^2}{2\pi b^3}\int_0^\infty x^2\frac{K_1}{I_1}dx .
\end{equation}
Average over the flux \eqref{eq:flux}, for which $\langle r^2\rangle=a^{-1}\int_0^a r^3(a^2-r^2)^{-1/2}dr=2a^2/3$. The sum of the two averages is $4a^2/3$. Multiplying by $(\rho/2\pi)/R_0=2a/\pi$ gives
\begin{equation}
c_3=\frac{4}{3\pi^2}\int_0^\infty x^2\frac{K_1(x)}{I_1(x)}dx=0.338 .
\end{equation}
The spot potential produced by the fixed flux is now uneven by a fraction of order $\varepsilon^3$, and the current rearranges to flatten it. Since the dissipation is at a minimum, the resulting gain is quadratic in that unevenness, hence of order $\varepsilon^6$.

The expansion was compared with a solution of the full mixed boundary problem, in which tube modes are combined with four flux functions and the dissipation is minimized:
\begin{center}
\begin{tabular}{cccc}
$a/b$ & solved $R_c/R_0$ & linear & with cubic term\\
0.1 & 0.8594 & 0.8591 & 0.8594\\
0.2 & 0.7209 & 0.7182 & 0.7209\\
0.3 & 0.5865 & 0.5772 & 0.5864\\
0.4 & 0.4586 & 0.4363 & 0.4579\\
0.5 & 0.3396 & 0.2954 & 0.3377
\end{tabular}
\end{center}
Relative to the solved $R_c$, the linear law is low by 0.4\% at $a/b=0.2$, 1.6\% at 0.3 and 13\% at 0.5. The cubic form is low by 0.6\% at 0.5. The rearrangement gain is $1.5\times10^{-6}R_0$ at $a/b=0.2$, and between 0.2 and 0.4 it grows as the power 6.13, close to the predicted 6. A separate finite-volume calculation of a tube of length $2b$ with $a/b=0.5$, from which the column was subtracted, gave $R_c/R_0=0.3526$ and $0.3461$ on grids of 50 and 100 cells per radius. The error falls in proportion to the cell size, and extrapolating it away gives $0.3395$. As $a\to b$ the flow becomes uniform and $R_c$ must vanish.

\section{When the spot is not an equipotential}

A resistive interface pushes the flux towards uniformity. For uniform flux, define the spot voltage as the mean over the spot. The flux transform is $2J_1(ka)/(ka)$, and the half-space resistance is
\begin{equation}
\frac{\rho}{2\pi a}\int_0^\infty\frac{4J_1^2(x)}{x^2}dx
=\frac{\rho}{2\pi a}\,\frac{16}{3\pi}=\frac{8\rho}{3\pi^2a}=1.081\,R_0 .
\end{equation}
The wall still shifts the whole spot by $(\rho I/2\pi)h(0)$, so the absolute drop is again $c_1\rho/(4b)$. The fractional coefficient is smaller because the reference is larger: $1.409/1.081=1.30$. The figure 1.41 thus belongs to the equipotential spot, whereas the leading drop in ohms is common to both.

\section{A silicide spot on a silicon pillar}

Take a metal-capped silicide spot with $a=20\,\mu$m on an oxide-walled pillar of heavily phosphorus-doped silicon, with $b=100\,\mu$m, $L=200\,\mu$m and $\rho=1$ m$\Omega\,$cm. Then
\begin{align}
R_0&=\frac{10^{-3}\,\Omega\,{\rm cm}}{4(2\times10^{-3}\,{\rm cm})}=125.0\ {\rm m}\Omega,\\
c_1\varepsilon R_0&=1.409\times0.2\times125.0=35.2\ {\rm m}\Omega .
\end{align}
The full solution gives a drop of 34.9 m$\Omega$, or 27.9\%, and $R_c=90.1$ m$\Omega$. The column adds $10^{-3}(0.02)/(\pi\,10^{-4})\,\Omega=63.7$ m$\Omega$, for a total of 153.8 m$\Omega$. A wide slab of the same thickness has 119.5 m$\Omega$. Confinement has therefore lowered the excess by 34.9 m$\Omega$ relative to the half-space and raised the total by 34.3 m$\Omega$ relative to the slab. The near equality is a coincidence of this $L$, since the column term grows with length.

The resistivity is roughly that of the lowest-resistivity silicon substrates used for power devices. The small central spot resembles a test structure more than a power device, whose contact covers much of the die. The assumption most at risk is the equipotential spot. A rough contact resistivity $\rho_c=5\times10^{-8}\,\Omega\,$cm$^2$ gives an interface resistance $\rho_c/(\pi a^2)=4.0$ m$\Omega$. Excess and interface together then lie between 94.1 and 104.1 m$\Omega$. The lower bound adds the separate minima of the two dissipations; the upper one uses uniform flux as a trial pattern. The ideal $R_c$ is thus exceeded by 4 to 16\% for this $\rho_c$. The value is on the favourable side: a WKB tunnelling estimate at $7\times10^{19}$ cm$^{-3}$ on a (100) face gives roughly $1$ to $3\times10^{-7}\,\Omega\,$cm$^2$ for a 0.65 eV barrier and $0.8$ to $1.7\times10^{-6}\,\Omega\,$cm$^2$ for 0.85 eV. The lower figures include image-force lowering, and a (111) face gives about twice as much. Values of $1$ to $3\times10^{-7}$ and of $10^{-6}\,\Omega\,$cm$^2$ mean an interface resistance of 6 to 19\% and of 64\% of $R_0$. With the flux allowed to rearrange, they raise excess plus interface above the ideal $R_c$ by 12 to 33\% and by 97\%.

For a rim-fed cap and a metal back face, and apart from a change in the temperature of the whole device, the other effects estimated are smaller. A 2 $\mu$m metal cap of 3 $\mu\Omega\,$cm, fed at its rim and drained uniformly, adds 0.6 m$\Omega$; fed instead by a central probe of 5 or 2 $\mu$m radius it adds about 2 or 4 m$\Omega$ in a thin-sheet estimate. A metal back contact with the same $\rho_c$ adds 0.16 m$\Omega$. A pillar standing on a thick substrate of the same silicon has no equipotential foot, and spreading there adds about $0.82\rho/(\pi b)=26$ m$\Omega$. For a rough electron density of $7\times10^{19}$ cm$^{-3}$, the mean free path is about 4 nm and the ballistic correction about 0.04\% of $R_0$. Wall depletion at 1 V band bending is also about 4 nm deep, negligible beside $b$. At 10 mA the mean field under the spot is 0.8 V/cm and Joule self-heating is about 1 mK. Peltier heat at the metal--silicon interface is larger. For a Seebeck coefficient $|S|$ of roughly 120 to 250 $\mu$V/K, $|S|TI$ is 0.4 to 0.75 mW against 15 $\mu$W of Joule heat. If this heat flows through the silicon to the back contact, with a thermal conductivity of 1 W/(cm\,K), the spot warms or cools by roughly 0.05 to 0.1 K according to the current direction, and the resulting thermovoltage adds about 0.7 to 3 m$\Omega$ to a steady DC measurement. Heating the whole device from 300 to 400 K raises $\rho$ by 10\% for the assumed coefficient of $10^{-3}$ K$^{-1}$, and by about 16\% according to empirical mobility fits at this doping; either way this scales every silicon term and leaves $R_c/R_0$ unchanged.

\section{What to do about it}

\textbf{Do not add the half-space value to the column.} Here that sum is 188.7 m$\Omega$, which is 23\% above the ideal total of 153.8 m$\Omega$. Used in reverse, to extract $\rho$ from a measured resistance, it would give a value 18\% too low in this model. Use \eqref{eq:result} for $R_c$ up to $a/b=0.5$, the largest ratio tested here, and include the cubic term above $a/b\approx0.3$. The truncated series fails as $a\to b$, where it becomes negative instead of vanishing.

\textbf{Do not narrow the pillar to reduce resistance.} With $a$, $L$ and $\rho$ fixed, the leading-order total is $R_0-c_1\rho/(4b)+\rho L/(\pi b^2)$. Its derivative with respect to $b$ is negative when $b<8L/(\pi c_1)=1.8L$, which covers the range $L\gtrsim b$ where the formula applies. Widening the pillar there raises the excess but lowers the total.

\textbf{Check the interface before using 1.41 as a fraction.} In the ohmic model the leading wall drop $c_1\rho/(4b)$ is the same for any $\rho_c$; what changes is the resistance from which it is subtracted. The ratio of interface to spreading resistance is $4\rho_c/(\pi a\rho)$, which is 3\% for the assumed $\rho_c$. It varies as $1/a$: with the same $\rho$ and $\rho_c$, a spot of 20 nm radius would have an interface resistance about 32 times $R_0$. The flux would then be nearly uniform, so 1.41 would not be the fractional coefficient of the silicon part. Nor would 1.30 describe the silicon part accurately, because the mean free path would be about a fifth of the spot radius. For a perfectly absorbing spot the ballistic correction then reaches about 30\% of $R_0$; behind a weakly transmitting interface its size and sign depend on how the injection term is divided between interface and silicon. Changing the pillar radius would do little for the total unless the column itself were large. The numerical output below lists most of the values used here; the Peltier, mobility-fit, tunnelling, solved-interface, slowest-mode, off-centre, central-probe, substrate-foot, raw-grid and 20 nm figures are not in it.

\section*{Values computed for the example and the checks}
\begin{verbatim}
integral of 2/x^2 - K1/I1: 3.4772
c1 (leading coefficient): 1.40925
c3 (cubic coefficient): 0.33818
(1-Rc/R0)/eps solved at eps=0.02: 1.40912
eps=0.1: Rc/R0 solved 0.85941, linear 0.85907, cubic 0.85941
eps=0.2: Rc/R0 solved 0.72088, linear 0.71815, cubic 0.72085
eps=0.3: Rc/R0 solved 0.58651, linear 0.57722, cubic 0.58636
eps=0.4: Rc/R0 solved 0.45859, linear 0.43630, cubic 0.45794
eps=0.5: Rc/R0 solved 0.33961, linear 0.29537, cubic 0.33765
power of eps in flux-rearrangement gain: 6.13
rearrangement gain at eps=0.2, over R0: 1.5e-06
finite-volume Rc/R0 at eps=0.5: 0.3395
uniform flux, half-space R/R0: 1.0808
uniform flux, drop/(R0 eps) at eps=0.02: 1.4092
uniform flux, fractional coefficient: 1.3039
hemisphere: delta (nonuniform part): 0.2136
hemisphere: share of c1, missing spreading: 0.6366
hemisphere: share of c1, column subtracted: 0.6366
hemisphere: share of c1, nonuniform part: 0.1360
spot radius a: 20 um; pillar radius b: 100 um
pillar length L: 200 um; a/b: 0.20
resistivity: 1.0 mohm cm
half-space R0: 125.00 mohm
linear estimate of drop: 35.23 mohm = 28.19 %
solved drop: 34.89 mohm = 27.91 %
excess Rc in pillar: 90.11 mohm
column rho L/(pi b^2): 63.66 mohm
pillar total: 153.77 mohm
wide slab of same thickness, total: 119.50 mohm
contact resistivity (rough): 5e-08 ohm cm2
interface resistance of spot: 3.98 mohm
excess + interface, lower bound: 94.09 mohm
excess + interface, upper bound: 104.10 mohm
edge smoothing length rho_c/rho: 0.50 um
metal cap (rough): 3 uohm cm, 2 um
cap, rim-fed, uniform flux: 0.60 mohm
back contact: 0.16 mohm
electron density (rough): 7e+19 cm-3
mobility from rho and density: 89 cm2/Vs
mean free path: 4.1 nm
ballistic term over R0: 0.035 %
wall depletion at 1 V bending: 4.3 nm
test current: 10 mA; mean spot field: 0.80 V/cm
thermal conductivity (rough): 1.0 W/cmK
self-heating of spot: 1.2e-03 K
rise of rho, 300 to 400 K (rough): 10 %
\end{verbatim}
